Selecting the Hybrid Exchange Fraction from Defect Eigenvalues at Fixed Geometry

For a trap on a model ring of 24 sites, a hybrid functional with exchange fraction 0.332 puts the defect level at −0.991 eV both when it is empty and when it is filled. Yet the total energy changes by −1.077 eV when the electron is added. The levels agree with each other, but they miss the energy difference by 0.085 eV. This section derives what equality of the two levels guarantees, and what it leaves over.

**1. Functional and charge states**

The ions are fixed throughout. Adding an electron then costs a vertical energy, without the lattice relaxation that follows charge capture in a memory trap.

Let i, j label orthonormal localized orbitals, called sites, and let P^σ be the real density matrix of spin σ, with n_iσ = P^σ_ii. The core charges are Z_i, and c_i = n_i↑ + n_i↓ − Z_i is the net electron number on a site. The hybrid energy is

E = Σ_σij h_ij P^σ_ij + ½ Σ_ij c_i W_ij c_j − (α/2) Σ_σij V_ij (P^σ_ij)² − (1−α) A Σ_iσ n_iσ^(4/3). (1)

Here h holds site energies and hopping, V is the bare repulsion, α is the Fock fraction, and the last term is a local exchange energy of strength A. It plays the part of semilocal exchange.

The Hartree kernel W is weaker than V because a polarizable background has been eliminated. With background amplitudes x_i, the electrostatic energy is

½ c·Vc + x·c + ½ x·Q⁻¹x. (2)

Its minimum is at x = −Qc, where the last two terms give −½ c·Qc. Hence W = V − Q. The model takes Q = (1 − 1/ε_b)V, so W = V/ε_b.

The defect orbital φ has spin up and occupation f:

P^↑ = Σ_(a occ) φ_a φ_aᵀ + f φφᵀ, 0 ≤ f ≤ 1. (3)

The sum contains the filled host orbitals. The defect has charge q = +1 at f = 0 and is neutral at f = 1. Write E(f) for the self-consistent energy, ε(f) for the eigenvalue of φ, and

Δ(α) = ε(1) − ε(0). (4)

These are levels of one orbital and one spin in two charge states. The occupied and empty levels of a single charge state are a different pair, treated in part 6.

**2. From eigenvalues to an energy difference**

Differentiating (1) with respect to P^σ_ij gives the generalized Kohn-Sham matrix

F^σ_ij = h_ij − α V_ij P^σ_ij + δ_ij [Σ_k W_ik c_k − (4/3)(1−α) A n_iσ^(1/3)]. (5)

The factor ½ of the Hartree term is cancelled by the two equal derivatives of the quadratic form, and that of the Fock term by the derivative of the square.

Now change f. Both the occupation and the orbitals respond. With f_a the occupation of orbital a and ε_a its eigenvalue,

dE/df = φ·Fφ + 2 Σ_a f_a (dφ_a/df)·Fφ_a
= ε + Σ_a f_a ε_a d(φ_a·φ_a)/df = ε(f). (6)

The sum runs over both spins and includes φ. The second line uses Fφ_a = ε_aφ_a, and the sum vanishes because every orbital stays normalized. This is Janak's theorem. At half filling the energy derivative and the eigenvalue are both −1.1093 eV.

Integration of (6) gives

E(1) − E(0) = ∫₀¹ ε(f) df. (7)

To bring out the end points, integrate by parts twice, assuming that ε is twice differentiable:

∫₀¹ f(1−f) ε'' df = −∫₀¹ (1−2f) ε' df
= ε(1) + ε(0) − 2 ∫₀¹ ε df. (8)

The first boundary term vanishes because f(1−f) is zero at both ends. The second is −[(1−2f)ε]₀¹ = ε(1) + ε(0). Solving (8) for the integral and using (7),

E(1) − E(0) = ½[ε(0) + ε(1)] + R,
R = −½ ∫₀¹ f(1−f) ε''(f) df. (9)

If α_K is a fraction at which Δ = 0, then (9) becomes

E(1) − E(0) = ε(1) + R = ε(0) + R at α = α_K. (10)

The generalized Koopmans condition demands that the energy difference equal the eigenvalue. Equality of the levels is necessary for both levels to satisfy it, since both must equal the same number. It is sufficient only if R = 0. That holds when E is quadratic in f, because ε is then linear and ε'' = 0. With Δ = 0 as well, ε is constant and E is a straight line in f.

The opening numbers are now explained: R = −1.0768 + 0.9914 = −0.085 eV. Evaluating the integral in (9) from second differences of ε gives the same value. The level is not constant between its equal ends, but dips below them. At half filling it is −1.109 eV, which is 0.118 eV lower. A parabola through these three points would have a mean two thirds of 0.118 eV, or 0.079 eV, below the ends. The actual 0.085 eV shows that the dip is not quite parabolic.

**3. Why a fraction between zero and one exists**

First hold all orbitals fixed and vary f. Let w_i = φ_i². Since c changes by f w and P^↑_ij by f φ_iφ_j, the second derivative of (1) is

K = w·Ww − α w·Vw − (1−α) k,
k = (4/9) A Σ_i w_i² n_i↑^(−2/3). (11)

The Hartree term makes the energy convex, since the added charge repels itself. Fock exchange and local exchange counteract this.

Orbital relaxation lowers the curvature further. Let G(f,y) be the energy as a function of f and independent orbital rotations y, with G_y = 0 at the minimum. Differentiating that condition gives dy/df = −G_yy⁻¹ G_yf, and therefore

E'' = G_ff − G_fy G_yy⁻¹ G_yf ≤ G_ff = K, (12)

because G_yy is positive at a non-degenerate minimum. At α_K and f = ½ the pieces are, in eV,

2.149 − 1.427 − 0.537 = 0.185, (13)

for Hartree, Fock and local exchange. Relaxation contributes −0.060 eV, leaving 0.125 eV. This is ε'(½), which need not vanish when Δ = 0. The condition sets the average of ε' over f to zero, not its value at each f.

At α = 1 the sign of Δ can be proved. Fix all orbitals and also the background amplitudes x of (2). The terms quadratic in f are then

½ f² Σ_ij V_ij w_i w_j − ½ f² Σ_ij V_ij (φ_iφ_j)² = 0. (14)

Every choice of orbitals and x thus gives an energy linear in f. The ground-state energy is the minimum over these choices, and a minimum of linear functions is concave. Hence ε = dE/df cannot rise, and Δ(1) ≤ 0.

If Δ(1) = 0, the non-rising ε must be constant and E(f) must be a straight line. The linear function belonging to the minimizing orbitals at f = ½ touches this line there and lies nowhere below it, so the two coincide. One set of orbitals and x would then serve for every f. With any genuine relaxation, therefore, Δ(1) < 0.

The argument needs (2) to have a minimum in x, so Q and hence V must be positive definite. On the ring, V depends on the distance d through positive entries v_d that are convex in d, so the second differences s_d = v_(d+1) − 2v_d + v_(d−1) are positive for d ≠ 0. They sum to zero around the ring. For wave number θ ≠ 0 the eigenvalue λ of V obeys

−2(1−cos θ) λ = Σ_(d≠0) s_d (cos θd − 1) < 0, (15)

so λ > 0. At θ = 0, λ is the sum of the positive v_d.

At α = 0 no such theorem fixes the sign. If the Hartree self-repulsion outweighs local exchange and relaxation, Δ(0) > 0. When Δ also varies continuously along the solution branch, it must cross zero at some α_K between 0 and 1. If it decreases throughout, the crossing is unique.

A frozen estimate shows what sets the size of the fraction. Setting K = 0 in (11) gives

α_fr = (w·Ww − k)/(w·Vw − k). (16)

Without screening W = V, and α_fr = 1 whatever the value of k. With k = 0 and W = V/ε_b, α_fr = 1/ε_b, which would be 0.5 here. Local exchange lowers this value because it already removes part of the self-repulsion. From (13), w·Vw = 1.427/0.332 = 4.298 eV and k = 0.537/0.668 = 0.804 eV, so

α_fr = (2.149 − 0.804)/(4.298 − 0.804) = 0.385. (17)

The self-consistent 0.332 is lower. The estimate omits relaxation, which lowers the curvature, and replaces an average over f by the value at f = ½.

**4. The fraction for the model trap**

The ring has alternating anion and cation sites at −2.0 and 2.0 eV, with a hopping amplitude of magnitude 1.0 eV. One cation is replaced by a trap at 1.5 eV. The core charges are 2 on anions, 0 on cations and 1 on the trap. The repulsion is V_d = U exp(−d/λ_V)/(1+d), where U = 5.0 eV, λ_V = 2.0 sites and d is the shorter distance around the ring. The other parameters are ε_b = 2.0 and A = 1.5 eV. These are chosen values and describe no particular material.

Self-consistent solutions give, in eV:

α = 0: ε(0) = −1.121, ε(1) = −0.030, Δ = 1.091
α = 0.25: ε(0) = −1.026, ε(1) = −0.750, Δ = 0.276
α = 0.5: ε(0) = −0.918, ε(1) = −1.490, Δ = −0.573
α = 1: ε(0) = −0.685, ε(1) = −2.987, Δ = −2.301

Most of the change with α comes from the occupied level. Δ was tested to fall at each step between eleven fractions from 0 to 1, which supports a single crossing. Root finding gives α_K = 0.332, and a ring of 36 sites gives the same three digits.

Two trial calculations at fractions a and b already give a useful estimate. The straight line through their values of Δ vanishes at

α ≈ [a Δ(b) − b Δ(a)]/[Δ(b) − Δ(a)]. (18)

For a = 0 and b = 0.5 this is 0.5 × 1.0905/(1.0905 + 0.5725) = 0.328, which is 0.004 below the root.

The same orbital must be followed in both charge states. Here the level lies in the gap of the spin-up host states: those below it end at an energy near −5.0 eV, and those above it begin at 1.49 eV when the level is empty and at 1.60 eV when it is filled. Its weight on the trap site is 0.905 when empty and 0.895 when filled. If the level entered a band, the eigenvalues compared might no longer belong to the trap orbital, even if Δ still varied continuously. If the solution jumped to another branch, Δ could change sign without passing through zero.

Localization also gives the condition its selecting power. If φ spreads evenly over m sites, w_i is about 1/m. With a short-range interaction and a host density that stays finite, each term of (11) then falls as 1/m. Δ becomes small as long as the orbital stays spread in both charge states. If Δ stays small over a range of α, a small error in a level moves the root a long way. The added electron may instead localize itself, and Δ then need not be small.

**5. The residual and the spread of fractions**

The two separate Koopmans errors are

g_occ = ε(1) − [E(1) − E(0)] = ½Δ − R,
g_emp = [E(1) − E(0)] − ε(0) = ½Δ + R, (19)

where (9) was used. At α_K they are +0.085 and −0.085 eV. Equal levels therefore share the error between the two conditions with opposite signs.

Each condition alone can be satisfied at its own fraction. The occupied level requires Δ = 2R and the empty level Δ = −2R. With R held at its value at α_K and the slope Δ'(α_K) = −3.38 eV, the shifts are

±2R/Δ' = ±(−0.1708)/(−3.382) = ±0.0505. (20)

This predicts 0.3825 for the occupied level and 0.2815 for the empty one. The solved values are 0.3802 and 0.2792. They bracket α_K, and the small differences come almost entirely from the variation of R with α, which (20) neglects.

Between α = 0.25 and 0.5 the addition energy changes from −0.979 to −1.276 eV, or by −1.19 eV per unit of α. The spread of 0.101 between the two fractions therefore corresponds to about 0.12 eV in the addition energy. This measures how far the choice among the three conditions matters in this model.

The origin of R can be traced. At fixed orbitals, the Hartree and Fock parts of ε are linear in f. The local exchange potential is not: its second derivative with respect to n is (8/27)(1−α)A n^(−5/3), which is positive and so makes R negative. From (9) and the calculated energies,

R(α=0) = −0.677 + 0.575 = −0.102 eV,
R(α=1) = −1.853 + 1.836 = −0.017 eV. (21)

At α = 1 there is no local exchange, so the remaining −0.017 eV is due to relaxation. The larger magnitude at α = 0 is consistent with local exchange being the main source there, although relaxation also changes with α.

**6. The empty level of the other spin**

In the neutral state the lowest empty spin-down level is at 1.239 eV, which is 2.230 eV above the occupied defect level. The condition Δ = 0 does not close this splitting. To see why, place the same orbital φ in both spin channels and neglect the spin polarization of the host, so that P^↑ = P^↓ + φφᵀ. Equation (5) then gives

φ·(F^↓ − F^↑)φ = α w·Vw + (4/3)(1−α) A Σ_i w_i (n_i↑^(1/3) − n_i↓^(1/3)). (22)

Both terms are non-negative for 0 ≤ α ≤ 1, and the sum is positive for a localized orbital. A spin-down electron feels the Hartree repulsion of the trapped electron without the exchange that reduces it for spin up. The argument applies to a level that keeps the trap character. Demanding that the occupied and empty levels of one charge state coincide would thus be a different condition, and here an unattainable one.

**7. Correcting supercell levels**

In a periodic supercell the average electrostatic potential is a matter of convention. A constant u added to the potential in one charge state shifts Δ by u or −u, so both calculations must first be aligned to a common reference. In the charged cell the potential far from the defect still contains a contribution of the images and the background. What may be aligned is therefore the far potential after the potential of the periodic model charge introduced below has been subtracted, not the far potential itself. The charged state also interacts with its images and with the neutralizing background.

Take a localized charge q, in units of the elementary charge, with a Gaussian density of width σ in a cubic cell of side L. Let the host respond with electronic dielectric constant ε∞, and let k_e be the Coulomb constant times the squared elementary charge. The ions stay at the positions of the neutral defect, so no frozen polarization from another charge state is present.

For an isolated Gaussian, the potential averaged over its own density is k_e/(ε∞√π σ). In the cell, point charges with a zero-mean potential would add −k_e M/(ε∞L), where M = 2.8373 is the Madelung constant of the cubic array. Two Gaussians of width σ interact as erf(r/2σ)/r instead of 1/r. The difference, −erfc(r/2σ)/r, is negligible at the images if L ≫ σ, but its cell average must be removed to keep the mean potential zero. Since

4π ∫₀^∞ r erfc(r/2σ) dr = 4πσ², (23)

this adds 4πσ²k_e/(ε∞L³). The energy is q²/2 times the averaged potential, so

E_isolated − E_cell = Cq²,
C = k_e M/(2ε∞L) − 2πk_eσ²/(ε∞L³). (24)

For N electrons, dq/dN = −1. By Janak's theorem the level correction is

δε = d(Cq²)/dN = −2Cq. (25)

At q = +1 the empty level must be lowered by 2C, while the neutral state needs no correction in this approximation. This holds in the zero-mean convention used for (24). For the cell given below, the model potential at the cell corner is −0.057 V in that convention. A level aligned directly to the potential there has already been lowered by 0.057 eV, so the full 2C would count that part twice. Uncorrected levels therefore give Δ_cell = Δ − 2C. Their equality selects a point where Δ = 2C, displaced from α_K to first order by

δα = 2C/Δ'(α_K). (26)

For L = 20 Å, σ = 1 Å and ε∞ = 10, C = 0.101 eV. The σ² term reduces the leading term by 4πσ²/(ML²), or about 1%. A direct comparison of the periodic and isolated Gaussian confirms (24), from which (25) follows by differentiation.

The ring has a short-range interaction and needs no such correction, but its Δ can be used to show the sensitivity. Imposing the offset 2C = 0.202 eV gives δα = 0.202/(−3.38) = −0.060, and solving for the root moves the fraction from 0.332 to 0.272. In this illustration the neglected image correction changes the fraction by slightly more than the residual R does in (20).

The selected fraction belongs to one orbital at one geometry. Using it for relaxed structures, other defects or the host band gap is a further assumption. The two end-point eigenvalues alone do not reveal R. Finding it takes the total energies of both charge states, or eigenvalues at fractional occupations as in (7). The full set of values is in the numerical output.

Calculated quantities

```
Ring sites: 24; hopping: 1.0 eV
Onsite anion, cation, trap: -2.0, 2.0, 1.5 eV
U: 5.0 eV; decay length: 2.0 sites; eps_b: 2.0
Local exchange strength A: 1.5 eV
alpha | eps empty | eps occupied | difference | E(1)-E(0)  (eV)
0.00 | -1.1206 | -0.0301 | 1.0905 | -0.6773
0.25 | -1.0257 | -0.7497 | 0.2760 | -0.9787
0.50 | -0.9177 | -1.4902 | -0.5725 | -1.2759
1.00 | -0.6852 | -2.9865 | -2.3012 | -1.8528
Selected fraction alpha_K: 0.3320
Secant estimate from alpha = 0 and 0.5: 0.3279
alpha_K on 36-site ring: 0.3320
Common eigenvalue at alpha_K: -0.9914 eV
E(1)-E(0) at alpha_K: -1.0768 eV
Integral of eps(f): -1.0768 eV
Residual R from energies: -0.0854 eV
Residual R from eps'': -0.0854 eV
Eigenvalue at f = 0.5: -1.1093 eV
dE/df at f = 0.5: -1.1093 eV
Fraction for occupied-level Koopmans: 0.3802
Fraction for empty-level Koopmans: 0.2792
Trap-site weight, empty and occupied: 0.905, 0.895
Spin-up states below/above defect, charge +1: -5.057, 1.494 eV
Spin-up states below/above defect, neutral: -5.037, 1.602 eV
Opposite-spin empty level, neutral: 1.2387 eV
Its distance above occupied level: 2.2301 eV
Curvature at alpha_K, f = 0.5:
  screened Hartree: 2.1489 eV
  Fock: -1.4269 eV
  local exchange: -0.5369 eV
  frozen total: 0.1851 eV
  orbital relaxation: -0.0603 eV
  full curvature: 0.1249 eV
Cubic cell side: 20.0 angstrom; Gaussian width: 1.0 angstrom
Electronic dielectric constant: 10.0; Madelung: 2.837297
Energy correction C for q = +1: 0.1010 eV
Empty-level correction for q = +1: -0.2020 eV
Slope of level difference at alpha_K: -3.3824 eV
Fraction with offset left in: 0.2721
Shift, solved and linear: -0.0599, -0.0597
```
